\section*{Uniform Field as the Multiplier for Prescribed Average Electric Displacement}

\section{What to put in the zero-wavevector field}

A periodic polarization simulation computes the internal field by Fourier transform, and Poisson's equation leaves one entry open: the component at wavevector zero. Setting it to a constant simulates a film at fixed voltage. To simulate a film that receives a prescribed charge, the entry must be recomputed whenever the polarization changes, as
\begin{equation}
\bar E=\frac{D_0-\langle P\rangle}{\varepsilon_b}. \label{main}
\end{equation}
Here $D_0$ is the prescribed average displacement, $\langle\cdot\rangle$ a volume average and $\varepsilon_b$ the background permittivity. The choice decides which states survive: a uniform state that is stable at fixed charge can run away at fixed voltage. Equation (\ref{main}) follows from a constrained minimization in which $\bar E$ is the Lagrange multiplier.

\section{Model and meaning of the constraint}

The ferroelectric polarization $\mathbf P$ is treated explicitly. All other polarization responds linearly and isotropically, so
\begin{equation}
\mathbf D=\varepsilon_b\mathbf E+\mathbf P,\qquad \varepsilon_b>0. \label{constitutive}
\end{equation}
There is no free charge inside the film, hence $\nabla\cdot\mathbf D=0$.

Let the film lie between plates of area $A$ at $z=0$ and $z=h$, with free charge $+Q$ on the lower plate and $-Q$ on the upper one. Integrate $\nabla\cdot\mathbf D=0$ over a slab between two heights. Fluxes through opposite lateral faces cancel by periodicity, so the flux of $D_z$ is the same at every height. At the lower plate it equals $Q$. Therefore
\begin{equation}
\langle D_z\rangle=Q/A=D_0 .
\end{equation}
Prescribing the charge prescribes the average displacement, while the local $D_z$ may still vary.

The energy per volume to be minimized at fixed charge is
\begin{equation}
U=\Big\langle f(\mathbf P)+\tfrac g2|\nabla\mathbf P|^2
+\frac{|\mathbf D-\mathbf P|^2}{2\varepsilon_b}\Big\rangle . \label{U}
\end{equation}
The last term is $\varepsilon_b|\mathbf E|^2/2$, the energy of the field and the linear background. No source term appears, because a source does no work while $Q$ is constant.

\section{The multiplier}

First hold $\mathbf P(\mathbf r)$ fixed and minimize over $\mathbf D$. There are two constraints: $\nabla\cdot\mathbf D=0$ at every point, with multiplier $\varphi(\mathbf r)$, and $\langle\mathbf D\rangle=\mathbf D_0$, with a constant vector multiplier $\bar{\mathbf E}$:
\begin{equation}
\mathcal L=U-\langle\varphi\,\nabla\cdot\mathbf D\rangle
-\bar{\mathbf E}\cdot(\langle\mathbf D\rangle-\mathbf D_0).
\end{equation}
In a periodic cell the average of a divergence vanishes, so $\langle\nabla\cdot(\varphi\,\delta\mathbf D)\rangle=0$ and
$-\langle\varphi\nabla\cdot\delta\mathbf D\rangle=+\langle\nabla\varphi\cdot\delta\mathbf D\rangle$. The variation is then
\begin{equation}
\delta\mathcal L=\Big\langle\Big[\frac{\mathbf D-\mathbf P}{\varepsilon_b}
+\nabla\varphi-\bar{\mathbf E}\Big]\cdot\delta\mathbf D\Big\rangle .
\end{equation}
It vanishes for arbitrary $\delta\mathbf D$ if
\begin{equation}
\mathbf E=\frac{\mathbf D-\mathbf P}{\varepsilon_b}=\bar{\mathbf E}-\nabla\varphi . \label{field}
\end{equation}
The local multiplier is the periodic part of the potential, and the global multiplier is the uniform field. Averaging (\ref{field}), with $\langle\nabla\varphi\rangle=0$, gives
\begin{equation}
\bar{\mathbf E}=\frac{\mathbf D_0-\langle\mathbf P\rangle}{\varepsilon_b},
\end{equation}
whose $z$ component is (\ref{main}).

This stationary point is the minimum. For an admissible change, with $\nabla\cdot\delta\mathbf D=0$ and $\langle\delta\mathbf D\rangle=0$,
\begin{equation}
\Delta U=\langle\mathbf E\cdot\delta\mathbf D\rangle
+\frac{\langle|\delta\mathbf D|^2\rangle}{2\varepsilon_b}
=\frac{\langle|\delta\mathbf D|^2\rangle}{2\varepsilon_b}\ge0 .
\end{equation}
The linear term is $\bar{\mathbf E}\cdot\langle\delta\mathbf D\rangle+\langle\varphi\nabla\cdot\delta\mathbf D\rangle=0$.

A component of $\langle\mathbf D\rangle$ that is not prescribed has no multiplier, so its average field is zero. This is the right lateral condition between equipotential plates. For $\mathbf P=P\hat{\mathbf z}$, used below, prescribing zero lateral displacement gives the same result.

\subsection{Work and voltage}

Now change $D_0$ by $dD_0$. At fixed $\mathbf P$, the response $\delta\mathbf D$ is divergence-free and has average $dD_0\hat{\mathbf z}$. Hence $dU=\langle\mathbf E\cdot\delta\mathbf D\rangle=\bar E\,dD_0$. If $P$ also relaxes, its first-order contribution vanishes at an equilibrium. Along a smooth branch of equilibria,
\begin{equation}
\frac{dU_{\rm eq}}{dD_0}=\bar E. \label{slope}
\end{equation}
The voltage of the lower plate relative to the upper is $v=\int_0^hE_z\,dz=\bar Eh$. The source therefore does work $v\,dQ/(Ah)=\bar E\,dD_0$ per volume, in agreement with (\ref{slope}).

With real plates instead of periodicity along $z$, $\varphi$ vanishes on both plates. Then $\langle\partial_z\varphi\rangle=0$ still holds, and so does (\ref{main}). The non-uniform field near the plates does change.

The multiplier was also obtained without using (\ref{field}). On a $7\times7$ staggered grid with a fixed random polarization, the quadratic energy was minimized under explicit linear constraints. The multiplier of the $z$ average, formula (\ref{main}) and the numerical derivative $dU/dD_0$ were all $8.00728$~MV/cm. Of this large value, $D_0/\varepsilon_b$ supplies 6.78~MV/cm; the average of the random polarization, which happens to be negative, adds the other 1.23~MV/cm. It does not describe a material.

\section{Equations to implement}

Let $P(\mathbf r)=\sum_{\mathbf q}P_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Inserting (\ref{field}) in $\nabla\cdot(\varepsilon_b\mathbf E+P\hat{\mathbf z})=0$ gives, for $\mathbf q\ne0$,
\begin{align}
\varepsilon_bq^2\varphi_{\mathbf q}+iq_zP_{\mathbf q}&=0
\;\Rightarrow\;\varphi_{\mathbf q}=-\frac{iq_z}{\varepsilon_bq^2}P_{\mathbf q},\\
E_{z,\mathbf q}&=-iq_z\varphi_{\mathbf q}
=-\frac{q_z^2}{q^2}\frac{P_{\mathbf q}}{\varepsilon_b}. \label{depol}
\end{align}
The $\mathbf q=0$ entry is $\bar E$ from (\ref{main}). Formula (\ref{depol}) cannot supply it, because $q_z^2/q^2$ has no unique limit as $\mathbf q\to0$.

For the force on $P$, the response of $\mathbf D$ to $\delta P$ can be ignored, since $U$ is already stationary in $\mathbf D$. The field term gives $-\langle(D_z-P)\delta P/\varepsilon_b\rangle=-\langle E_z\delta P\rangle$, and the gradient term gives $-g\langle\nabla^2P\,\delta P\rangle$ after integration by parts. With $\delta U=\langle(\delta U/\delta P)\,\delta P\rangle$ and a viscosity $\gamma$,
\begin{equation}
\gamma\,\partial_tP=-\frac{\delta U}{\delta P}=-f'(P)+g\nabla^2P+E_z . \label{motion}
\end{equation}
Each evaluation of the right-hand side thus needs $\langle P\rangle$ at that instant, $\bar E$ from (\ref{main}), and the other components from (\ref{depol}).

Averaging (\ref{motion}) removes the gradient term and the periodic field:
\begin{equation}
\bar E=\langle f'(P)\rangle+\gamma\frac{d\langle P\rangle}{dt}. \label{average}
\end{equation}
This is a useful diagnostic, and it settles the limit $\varepsilon_b\to0$. If $\bar E$ stays finite, (\ref{main}) becomes $\langle P\rangle=D_0$ and its quotient is undefined. The multiplier must then be found from (\ref{average}), with $d\langle P\rangle/dt=dD_0/dt$.

A second diagnostic is the energy balance. Combining $\bar E\,dD_0$ with the change due to $P$,
\begin{equation}
\frac{dU}{dt}=\bar E\frac{dD_0}{dt}
+\Big\langle\frac{\delta U}{\delta P}\partial_tP\Big\rangle
=\bar E\frac{dD_0}{dt}-\gamma\langle(\partial_tP)^2\rangle. \label{balance}
\end{equation}
At constant $D_0$ the energy cannot rise.

\section{What charge control stabilizes}

\subsection{Uniform changes}

For uniform $P$, $U=f(P)+(D_0-P)^2/(2\varepsilon_b)$, with curvature $f''+1/\varepsilon_b$. At fixed field the potential is the Legendre transform $G=U-\bar ED_0$, minimized over $D_0$ as well. That minimization gives $D_0=P+\varepsilon_b\bar E$, so
\begin{equation}
G=f(P)-\bar EP-\tfrac12\varepsilon_b\bar E^2,\qquad
\frac{\partial^2G}{\partial P^2}=f''(P).
\end{equation}
Charge control adds the stiffness $1/\varepsilon_b$ to the uniform mode.

Real control is imperfect if a parasitic capacitance $C_p$ lies in parallel with the film. Fixing the total charge density $\sigma$ then means $\sigma=D_0+c\bar E$ with $c=C_ph/A$. Substituting $D_0=\langle P\rangle+\varepsilon_b\bar E$ gives
\begin{equation}
\bar E=\frac{\sigma-\langle P\rangle}{\varepsilon_b+c}. \label{parasitic}
\end{equation}
The uniform stiffness becomes $f''+1/(\varepsilon_b+c)$. Small $c$ is charge control; as $c\to\infty$ the stiffness tends to its fixed-voltage value.

\subsection{Ripples}

Linearizing (\ref{motion}) about a uniform state $P_0$ gives, for $\mathbf q\ne0$, the stiffness
\begin{equation}
K(\mathbf q)=f''(P_0)+gq^2+\frac{q_z^2}{\varepsilon_bq^2}. \label{K}
\end{equation}
It is the same for both kinds of control, because $\bar E$ responds to the average alone. A ripple across the polar axis has $q_z=0$ and creates no bound charge inside the film. Ideal plates screen the charge at its faces, so electrostatics does not oppose it.

Take $f=aP^2/2+bP^4/4$ with $a<0<b$ and $|a|\varepsilon_b<1$. The most negative curvature is $f''(0)=a$. Modes with $q_x=0$ are stabilized by $1/\varepsilon_b$. Any other mode in a cell of lateral width $L$ has $q\ge2\pi/L$. Uniform states are therefore linearly stable at every $D_0$ if
\begin{equation}
L<L_c=2\pi\sqrt{g/|a|}. \label{Lc}
\end{equation}
For this $f$ the result goes beyond small disturbances. The term $bP^4/4$ is convex and, under (\ref{Lc}), the remaining quadratic energy is positive in every mode, so $U$ is strictly convex and the uniform state is the only equilibrium. In wider cells, linear stability at a particular $D_0$ does not exclude a lower domain state: with the parameters of the worked example, at $D_0=10~\mu$C/cm$^2$ and $L=8$~nm the uniform state is linearly stable, yet a two-domain state lies about 1~MJ/m$^3$ lower. Condition (\ref{Lc}) relies on lateral periodicity. A separate element with free edges, where the normal derivative of $P$ vanishes, admits half a wave across its width. Its smallest lateral wavevector is $\pi/L$, and the limit becomes $L_c/2$.

\subsection{Why the field collapses in wide cells}

Consider a static pattern varying along $x$, with $gP''=f'(P)-\bar E$. Multiplying by $P'$ and integrating gives $gP'^2/2=f(P)-\bar EP+\text{const}$. Two wide domains have plateaus $P_+$ and $P_-$, one in each well, where both $P'$ and $P''$ tend to zero. Vanishing $P''$ gives $f'(P_\pm)=\bar E$, and vanishing $P'$ gives
\begin{equation}
f(P_+)-\bar EP_+=f(P_-)-\bar EP_- .
\end{equation}
For the symmetric double well this holds at $\bar E=0$. When $\bar E$ changes, the plateaus move, but because $f'(P_\pm)=\bar E$ this motion has no first-order effect on either side. The left side minus the right therefore changes with $\bar E$ at the rate $-(P_+-P_-)\neq0$, so no other field satisfies the condition. In a narrow cell the extremes of $P$ are not plateaus, $f'(P_\pm)\neq\bar E$ there, and a nonzero field is possible. Hence $\bar E\to0$ for well-separated flat walls, which requires $|D_0|$ well below $\sqrt{|a|/b}$, and $D_0$ sets the domain fractions instead of the field. Curved walls are different: with two lateral directions a cylindrical domain needs a field that falls only inversely with its radius. For the parameters of the worked example this field is $-0.38$ and $-0.18$~MV/cm in cells of lateral size $8\times8$ and $16\times16$~nm at $D_0=6~\mu$C/cm$^2$. At $D_0=12~\mu$C/cm$^2$ in the larger cell the cylinder, at $-0.25$~MV/cm, lies below the stripe pattern in energy.

\section{Worked example}

The parameters are round numbers in the rough regime of a ferroelectric hafnia--zirconia film: $P_s=20~\mu$C/cm$^2$, $a=-2\times10^9$~m/F, $b=-a/P_s^2=5\times10^{10}$~m$^5$/(F\,C$^2$), $\varepsilon_b=10\,\varepsilon_0$ and $h=10$~nm. The gradient coefficient $g=5\times10^{-10}$~J\,m$^3$/C$^2$ and viscosity $\gamma=2~\Omega$\,m are chosen, not measured. The prescribed displacement is $D_0=6~\mu$C/cm$^2$.

\subsection{Uniform state}

Solving $aP+bP^3=(D_0-P)/\varepsilon_b$ gives $P=7.0987~\mu$C/cm$^2$. With $1/\varepsilon_b=1.1294\times10^{10}$~m/F,
\begin{align}
\bar E&=(0.060000-0.070987)(1.1294\times10^{10})~\text{V/m}\nonumber\\
&=-1.241\times10^8~\text{V/m}=-1.24~\text{MV/cm},
\end{align}
or $-1.24$~V across the film. The polarization exceeds the displacement, so the field opposes it.

Here $f''=-1.244\times10^9$~m/F, while the uniform stiffness at fixed charge is $+1.005\times10^{10}$~m/F. The difference was tested by starting 0.1\% away from this state in a 2.5~nm cell. At fixed $D_0$ it returned. At fixed $\bar E$ it ran to $-22.6~\mu$C/cm$^2$ from below and to $+15.5~\mu$C/cm$^2$ from above.

\subsection{Width of the cell}

Equation (\ref{Lc}) gives $L_c=3.14$~nm. At this particular $D_0$ the threshold is wider, $2\pi\sqrt{g/|f''|}=3.98$~nm. The lowest stiffness is $+1.91\times10^9$~m/F at 2.5~nm and $-0.94\times10^9$~m/F at 8~nm. With $D_0$ held fixed, the equilibria varying along $x$ that are reached from a rippled start are as follows. The range of $P$ is taken over the grid points, which miss the minimum of the profile; it lies at $-11.6$ for 5~nm and $-18.4$ for 8~nm:
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $\bar E$ (MV/cm) & $P$ range ($\mu$C/cm$^2$) & $U$ (MJ/m$^3$)\\
2.5 & $-1.241$ & 7.10 (uniform) & $-4.04$\\
5.0 & $-0.279$ & $-11.3$ to $18.3$ & $-5.64$\\
8.0 & $-0.012$ & $-18.3$ to $19.9$ & $-10.59$
\end{tabular}
\end{center}
The 5~nm state tests (\ref{slope}) with domains present: differentiating the equilibrium energy gives $-0.27921$~MV/cm, equal to the multiplier to the digits shown.

The 8~nm result also shows how accurately $\langle P\rangle$ must be known. An error of $0.01~\mu$C/cm$^2$ changes $\bar E$ by $10^{-4}\times1.1294\times10^{10}$~V/m, or 0.011~MV/cm, almost the entire remaining field.

\subsection{Supplying the charge}

An $8\times8$~nm cell in the $xz$ plane, with a single lateral direction, started near $P=0$, with a lateral ripple and random noise, each of size $10^{-3}P_s$. The charge followed $D_0(t)=6(1-e^{-t/5\,\text{ns}})~\mu$C/cm$^2$ for 80~ns.

The mean field, sampled every 0.25~ns, first rose to $+0.165$~MV/cm; the peak between samples is 0.174~MV/cm at 0.35~ns. This is the viscous term in (\ref{average}), since $f'$ is negative at small positive $P$. Linearizing about $P=0$ with $D_0$ rising at its initial rate predicts a peak of about 0.18~MV/cm near 0.4~ns.

The field then fell to $-0.867$~MV/cm at 7.0~ns, when $D_0=4.52~\mu$C/cm$^2$. It ended at $-0.012$~MV/cm with two walls, the value of the separate 8~nm equilibrium. The large negative field during charging is therefore a transient in this cell. Its depth and time are set by the initial ripple: $-0.56$~MV/cm at 4.3~ns for a ripple ten times larger, $-1.05$~MV/cm at 10~ns for one ten times smaller.

The source supplied $-1.9221$~MJ/m$^3$, so on balance it received energy. The heat released was $8.6719$~MJ/m$^3$. Equation (\ref{balance}) then requires $-1.9221-8.6719=-10.5940$~MJ/m$^3$; the directly computed energy change was $-10.5939$~MJ/m$^3$.

\section{Model and real films}

The Landau peak field of this model, 1.54~MV/cm, is of the order of the roughly 1~MV/cm coercive fields of such films, but real switching proceeds through defects, grains and domain growth, which are absent here. The weakest assumption is the continuum: the wall width $2\sqrt{2g/|a|}=1.4$~nm spans under three lattice cells of roughly 0.5~nm. The critical width inherits this doubt and the uncertainty of $g$; four times larger $g$ would double it. In this model, charge control does not hold a film much wider than $L_c$ uniform near $P=0$, and for a separate element with free edges the limit is only $L_c/2$.

Parasitic capacitance is equally severe. From (\ref{parasitic}), the uniform state above needs $\varepsilon_b+c<1/|f''|=8.04\times10^{-10}$~F/m, hence $C_p/A<7.2~\mu$F/cm$^2$. For an area of $2.5\times2.5$~nm this is 0.45~aF, so a stray capacitance of even 1~fF would amount to voltage control. A separate element of this width with free edges would not stay uniform even under ideal charge control: it can hold half of the 5~nm pattern found above.

Other omissions can be estimated for these numbers, using rough inputs:
\begin{itemize}
\item With an effective screening length of 0.01~nm per electrode, the two electrodes add 0.14~V, 11\% of the film voltage in magnitude and opposite in sign. They also oppose a lateral ripple, with a stiffness of at most $2\times0.01~\text{nm}/(\varepsilon_0h)=2.3\times10^8$~m/F, under a fifth of $|f''|$. Both effects grow with the screening length: at 0.1~nm the drop is 1.4~V and the stiffness of the 2.5~nm ripple is about half of $|f''|$.
\item At 300~K, one soft ripple in a $2.5\times2.5\times10$~nm volume contributes an rms polarization of $0.59~\mu$C/cm$^2$ averaged over the volume (cosine amplitude $0.83~\mu$C/cm$^2$). At fixed mean polarization, four such ripples would add about $0.015$~MV/cm to $\langle f'\rangle$. With the small relaxation of the mean included, these four alone shift $\bar E$ by between 1\% and 2\% of its magnitude. They are not the whole thermal effect: ripples that also vary slowly along $z$ are only moderately stiffer, and many other modes contribute. The same harmonic estimate summed over all modes down to a 0.5~nm cell gives 20--30\%, depending on how the gradient is discretized, unless the Landau coefficients already include these fluctuations. The sum is set by the cutoff and more than doubles for a 0.25~nm cell.
\item A leakage of $10^{-6}$~A/cm$^2$ changes $D_0$ by 1\% in 0.06~s. In the uniform state above the field is negative, so leakage raises $D_0$ instead of discharging the plates. The change is negligible over 80~ns but not in a slow measurement.
\item The electrostrictive energy is of the order of 1\% of the Landau barrier, and the uniform-state field is about a third of a rough 4~MV/cm breakdown field.
\end{itemize}
The remaining computed values are in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
spontaneous polarization: 20.0 uC/cm2
a: -2.00e+09 m/F;  b: 5.00e+10 m5/(F C2)
g: 5.0e-10 J m3/C2;  gamma: 2.0 ohm m
background relative permittivity: 10.0
1/eps_b: 1.1294e+10 m/F
prescribed displacement: 6.00 uC/cm2
film thickness for voltage: 10.0 nm
Landau peak field: 1.540 MV/cm
staggered grid, multiplier: 8.00728 MV/cm
staggered grid, formula: 8.00728 MV/cm
staggered grid, dU/dD0: 8.00728 MV/cm
uniform state, P: 7.0987 uC/cm2
uniform state, mean field: -1.2409 MV/cm
uniform state, voltage: -1.2409 V
stiffness f'' (held field): -1.2441e+09 m/F
uniform stiffness (held D0): 1.0050e+10 m/F
lowest stiffness, 2.5 nm, held D0: 1.9141e+09 m/F
lowest stiffness, 8 nm, held D0: -9.3570e+08 m/F
critical width: 3.142 nm
width 2.5 nm, mean field: -1.24088 MV/cm
width 2.5 nm, P min, max: 7.099, 7.099 uC/cm2
width 2.5 nm, energy: -4.0401 MJ/m3
width 5.0 nm, mean field: -0.27921 MV/cm
width 5.0 nm, P min, max: -11.302, 18.292 uC/cm2
width 5.0 nm, energy: -5.6370 MJ/m3
width 8.0 nm, mean field: -0.01183 MV/cm
width 8.0 nm, P min, max: -18.346, 19.919 uC/cm2
width 8.0 nm, energy: -10.5927 MJ/m3
5 nm, dU/dD0 from energies: -0.27921 MV/cm
held field, P from below: -22.581 uC/cm2
held field, P from above: 15.482 uC/cm2
2D run, ramp time, duration: 5.0, 80.0 ns
2D run, largest mean field: 0.165 MV/cm
2D run, lowest mean field: -0.867 MV/cm
2D run, time of lowest field: 7.00 ns
2D run, D0 at that time: 4.520 uC/cm2
2D run, final mean field: -0.01183 MV/cm
2D run, number of walls: 2
2D run, work supplied: -1.9221 MJ/m3
2D run, heat released: 8.6719 MJ/m3
2D run, energy change: -10.5939 MJ/m3
2D run, peak local field: 0.867 MV/cm
rough breakdown field: 4.0 MV/cm
rough leakage: 1e-06 A/cm2
time to leak 1% of D0: 0.060 s
rough screening length: 0.010 nm
voltage drop in both electrodes: 0.136 V
thermal rms of softest ripple, 300 K: 0.588 uC/cm2
field shift by 4 soft ripples: 0.0147 MV/cm
rough d33: 5.0 pm/V; modulus: 200 GPa
spontaneous strain estimate: 0.148 %
elastic energy / Landau barrier: 0.0109
wall width: 1.414 nm; rough lattice cell: 0.5 nm
\end{verbatim}
